# Dirac Landau levels and the Hall sequence of the honeycomb lattice, part 1

(Sections cited here and not found follow in the second part.)

## 1. Landau levels and the zero mode

### One valley at zero energy

Take an electron of charge $-e$, with $e>0$, in a plane with a field $B>0$ along $+z$. Near one corner of the Brillouin zone of the honeycomb lattice, the valley $K$, its Hamiltonian is

$$H_K=v(\sigma_x\Pi_x+\sigma_y\Pi_y)=v\begin{pmatrix}0&\Pi_x-i\Pi_y\\ \Pi_x+i\Pi_y&0\end{pmatrix}.$$

The two components are the amplitudes on sublattices $A$ and $B$, and $v$ is a speed. This form is derived from the lattice in the next subsection. The kinetic momentum is $\boldsymbol\Pi=\mathbf p+e\mathbf A$, with a plus sign because the charge is negative. In the gauge $\mathbf A=(-By,0)$ the field is $\partial_xA_y-\partial_yA_x=B$, as required.

States can be chosen proportional to $e^{ikx}$. With the magnetic length $\ell=\sqrt{\hbar/(eB)}$, so that $eB=\hbar/\ell^2$, the momentum components become

$$\Pi_x=\hbar\left(k-\frac{y}{\ell^2}\right),\qquad \Pi_y=-i\hbar\,\partial_y .$$

At zero energy the two rows of $H_K\psi=0$ separate:

$$\left(k-\frac{y}{\ell^2}-\partial_y\right)\psi_B=0,\qquad \left(k-\frac{y}{\ell^2}+\partial_y\right)\psi_A=0 .$$

Each is a first-order equation, with the solutions

$$\psi_B\propto e^{-(y-k\ell^2)^2/(2\ell^2)},\qquad \psi_A\propto e^{+(y-k\ell^2)^2/(2\ell^2)} .$$

The second grows without limit and cannot be normalized, so $\psi_A=0$. The zero-energy state of valley $K$ lives on sublattice $B$. The field decides this: reversing $B$ changes the sign of $y/\ell^2$ and exchanges the decaying and growing solutions, which puts the state on $A$.

### From the lattice to two Dirac operators

Let electrons hop between nearest neighbours with amplitude $-t$, $t>0$. Interactions, spin splitting and any energy difference between the sublattices are left out. The lattice constant is $a$, the bond length is $d=a/\sqrt3$, and the bonds from an $A$ site to its $B$ neighbours are

$$\boldsymbol\delta_1=d(0,1),\qquad \boldsymbol\delta_{2,3}=d\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right).$$

In a field, each hop acquires the Peierls phase $(e/\hbar)\int\mathbf A\cdot d\mathbf l$ along the bond. This is the same as hopping with the operator $e^{i\boldsymbol\delta\cdot\boldsymbol\Pi/\hbar}$:

$$e^{i\boldsymbol\delta\cdot\boldsymbol\Pi/\hbar}\psi(\mathbf r)=\exp\left[\frac{ie}{\hbar}\int_{\mathbf r}^{\mathbf r+\boldsymbol\delta}\mathbf A\cdot d\mathbf l\right]\psi(\mathbf r+\boldsymbol\delta).$$

To see this, replace $\boldsymbol\delta$ by $s\boldsymbol\delta$. Both sides then compose additively in $s$, and both have the derivative $(i/\hbar)\boldsymbol\delta\cdot\boldsymbol\Pi\,\psi$ at $s=0$. The operator taking $B$ amplitudes to $A$ amplitudes is therefore $-t\sum_je^{i\boldsymbol\delta_j\cdot\boldsymbol\Pi/\hbar}$.

Write the wave function as $e^{i\mathbf K\cdot\mathbf r}$ times a slowly varying envelope, with $\mathbf K=(4\pi/3a,0)$. This replaces $\boldsymbol\Pi$ by $\boldsymbol\Pi+\hbar\mathbf K$. Because $\mathbf K$ is a number, the operator acting on the envelope is

$$D=-t\sum_je^{i\chi_j}e^{i\boldsymbol\delta_j\cdot\boldsymbol\Pi/\hbar},\qquad \chi_j=\mathbf K\cdot\boldsymbol\delta_j=0,\ \tfrac{2\pi}{3},\ -\tfrac{2\pi}{3}.$$

The zeroth-order term vanishes because $\sum_je^{i\chi_j}=0$. For the next order let $\Pi_\pm=\Pi_x\pm i\Pi_y$. The bond $\boldsymbol\delta_j$ has polar angle $\pi/2-\chi_j$, up to a full turn, so

$$\boldsymbol\delta_j\cdot\boldsymbol\Pi=\frac d2\left(-ie^{i\chi_j}\Pi_++ie^{-i\chi_j}\Pi_-\right).$$

Multiplication by $e^{i\chi_j}$ and summation removes $\Pi_+$, since $\sum_je^{2i\chi_j}=0$, and leaves $\tfrac{3id}{2}\Pi_-$. Hence

$$D\simeq-t\,\frac i\hbar\,\frac{3id}{2}\,\Pi_-=v\,\Pi_-,\qquad \hbar v=\frac{3td}{2}=\frac{\sqrt3\,ta}{2}.$$

This is the upper right element of $H_K$. At the other corner, $\mathbf K'=-\mathbf K$, the factor $e^{i\chi_j}$ becomes $e^{-i\chi_j}$. Now $\Pi_-$ drops out and the sum is $-\tfrac{3id}{2}\Pi_+$, so the element is $-v\Pi_+$.

### Ladder operators and spectrum

The components of $\boldsymbol\Pi$ do not commute:

$$[\Pi_x,\Pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-\frac{i\hbar^2}{\ell^2}.$$

Define $b=\ell\,\Pi_-/(\sqrt2\hbar)$. Then

$$[b,b^\dagger]=\frac{\ell^2}{2\hbar^2}[\Pi_-,\Pi_+]=\frac{\ell^2}{2\hbar^2}\,2i[\Pi_x,\Pi_y]=1 .$$

So $b^\dagger b$ has the eigenvalues $n=0,1,2,\dots$, with $b|n\rangle=\sqrt n|n-1\rangle$ and $b^\dagger|n\rangle=\sqrt{n+1}|n+1\rangle$. The Gaussian found above is $|0\rangle$. With the energy scale $\varepsilon=\sqrt2\,\hbar v/\ell$,

$$H_K=\varepsilon\begin{pmatrix}0&b\\b^\dagger&0\end{pmatrix},\qquad H_{K'}=-\varepsilon\begin{pmatrix}0&b^\dagger\\b&0\end{pmatrix}.$$

The square $H_K^2=\varepsilon^2\,\mathrm{diag}(bb^\dagger,b^\dagger b)$ has the eigenvalues $\varepsilon^2n$. For $n\ge1$ and $s=\pm1$ the states at $K$ are

$$|n,s\rangle_K=\frac1{\sqrt2}\begin{pmatrix}|n-1\rangle\\ s|n\rangle\end{pmatrix},\qquad E=s\varepsilon\sqrt n .$$

The upper row gives $\varepsilon b\,s|n\rangle=s\varepsilon\sqrt n\,|n-1\rangle$. The lower row gives $\varepsilon b^\dagger|n-1\rangle=\varepsilon\sqrt n\,|n\rangle=s\varepsilon\sqrt n\,(s|n\rangle)$, because $s^2=1$. At $K'$ the states are $(|n\rangle,-s|n-1\rangle)/\sqrt2$ with the same energies. The zero modes are

$$K:\ \begin{pmatrix}0\\|0\rangle\end{pmatrix},\qquad K':\ \begin{pmatrix}|0\rangle\\0\end{pmatrix}.$$

Letting $n$ carry the sign of the energy, the levels of either valley are

$$E_n=\mathrm{sgn}(n)\,v\sqrt{2e\hbar B|n|},\qquad n=0,\pm1,\pm2,\dots$$

The square root comes from a Hamiltonian linear in momentum: the area enclosed by an orbit in momentum space grows as $E^2$, and the field divides that area into equal steps.

### Degeneracy and size

In a sample of sides $L_x$ and $L_y$, the values of $k$ are spaced by $2\pi/L_x$, and the orbit centre $y=k\ell^2$ must lie within $L_y$. This allows $L_xL_y/(2\pi\ell^2)$ values of $k$, or $eB/h$ states per area for each level, valley and spin. The operators $b$ and $b^\dagger$ leave $k$ unchanged, so the count is the same for all $n$.

For round parameters $t=3$ eV, $a=0.25$ nm and $B=10$ T,

$$\hbar v=\frac{\sqrt3}{2}(3)(0.25)=0.6495\ \text{eV nm},\qquad \ell=8.113\ \text{nm},$$

$$E_1=\frac{\sqrt2\,(0.6495)}{8.113}\ \text{eV}=113.2\ \text{meV}.$$

Multiplication by $\sqrt2$ and $\sqrt3$ gives $E_2=160.1$ meV and $E_3=196.1$ meV. The speed is $v=9.87\times10^5$ m/s. At a quarter of the field $E_1$ is halved to 56.6 meV; at four times the field it doubles to 226.4 meV. Each level holds $2.418\times10^{15}$ states per m² for one valley and spin.

### Leading lattice correction

The next two orders of $D$ show how far the formula can be trusted. In $\sum_je^{i\chi_j}(\boldsymbol\delta_j\cdot\boldsymbol\Pi)^2$ the surviving term has phase $e^{3i\chi_j}=1$ and equals $-\tfrac{3d^2}{4}\Pi_+^2$. In the cubic sum the surviving terms hold one $\Pi_+$ and two $\Pi_-$:

$$\frac{3id^3}{8}\left(\Pi_+\Pi_-^2+\Pi_-\Pi_+\Pi_-+\Pi_-^2\Pi_+\right).$$

In ladder operators the bracket is $(2\sqrt2\,\hbar^3/\ell^3)\,3bb^\dagger b$, because $b^\dagger b^2=bb^\dagger b-b$ and $b^2b^\dagger=bb^\dagger b+b$. The prefactors $-t\,i^2/(2\hbar^2)$ and $-t\,i^3/(6\hbar^3)$ from the exponential then give

$$\frac D\varepsilon=b-\lambda b^{\dagger2}-2\lambda^2\,bb^\dagger b,\qquad \lambda=\frac{d}{2\sqrt2\,\ell}.$$

The $B$ component obeys $D^\dagger D\psi_B=E^2\psi_B$. To order $\lambda^2$, with $\hat n=b^\dagger b$,

$$\frac{D^\dagger D}{\varepsilon^2}=\hat n-\lambda(b^3+b^{\dagger3})+\lambda^2\left[(\hat n+1)(\hat n+2)-4\hat n^2\right].$$

The term in $\lambda$ connects $n$ with $n\pm3$. It has no diagonal element and acts in second order, with energy denominators $\mp3$:

$$\frac{\lambda^2}{3}\left[n(n-1)(n-2)-(n+1)(n+2)(n+3)\right]=-\lambda^2(3n^2+3n+2).$$

Adding the diagonal part, $\lambda^2(-3n^2+3n+2)$, leaves $-6\lambda^2n^2$. With $\lambda^2=a^2/(24\ell^2)$,

$$E^2=\varepsilon^2n\left(1-\frac{na^2}{4\ell^2}\right),\qquad \frac{\Delta E}{E}\simeq-\frac{n}{8}\left(\frac a\ell\right)^2 .$$

Inversion exchanges the sublattices and the valleys but leaves $B$ unchanged, so $K'$ has the same correction. The Dirac levels thus require $n(a/\ell)^2\ll1$. This estimate belongs to the nearest-neighbour model. A second-neighbour hopping $t'$, left out here, adds energies of order $t'(a/\ell)^2$, which relative to $\varepsilon$ are of first order in $a/\ell$. With nearest-neighbour hopping alone the zero level does not move at this order.

### Diagonalizing the lattice itself

The lattice problem reduces to a chain that is cheap to solve. Put row $m$ of $A$ sites at $y_m=3dm/2$ and the $B$ row above it at $y_m+d$, with amplitudes $\alpha_m$ and $\beta_m$. The vertical bond has no phase. The midpoints of the two slanted bonds lie at $y_m-d/4$, and together these bonds give $2\cos\theta_m$:

$$E\alpha_m=-t(\beta_m+2\cos\theta_m\,\beta_{m-1}),\qquad E\beta_m=-t(\alpha_m+2\cos\theta_{m+1}\,\alpha_{m+1}),$$

$$\theta_m=\frac a2\left(k-\frac{y_m-d/4}{\ell^2}\right).$$

Thus $2\theta_m/a$ is the local kinetic momentum along $x$, in units of $\hbar$. With $1/q$ flux quanta $h/e$ per cell of area $A_c=\sqrt3a^2/2$, the angle falls by $\pi/q$ per row. Choosing $k$ so that $\theta_0=\pi/2$ makes the closing bond vanish. What remains is an open chain of $2q$ sites with a real tridiagonal matrix.

For $q=7641$, which means $B=9.9996$ T and $(a/\ell)^2=9.495\times10^{-4}$, bisection gives levels at 113.205, 160.077 and 196.030 meV. Relative to the Dirac formula at that field they are low by $1.19$, $2.37$ and $3.56$ parts in $10^4$, in agreement with $n(a/\ell)^2/8$.

The chain also shows the zero modes. At $E=0$, $\beta_m=-2\cos\theta_m\,\beta_{m-1}$ first falls in size, grows while $|\theta|<\pi/3$ and then decays, so it peaks at $\theta=-\pi/3$. The equation of row 0 would require $\beta_0=0$. The recursion misses this only by $|\beta_0|$, which relative to the peak is about $q^{-1/2}\exp[-(q/\pi)\int_{-\pi/3}^{\pi/2}\ln(2\cos\theta)\,d\theta]$. The factor $q^{-1/2}$ arises because $\prod_{m=1}^{q-1}2\sin(\pi m/q)=q$, so the factors between $\theta=\pi/2$ and $\theta=0$ multiply to about $\sqrt q$. The integral from $0$ to $\pi/2$ vanishes and the rest is positive, so the mismatch is exponentially small in $q$. The two modes therefore lie exponentially near zero energy rather than exactly at it. At the peak of the $B$ mode, $\theta=-\pi/3$, the momentum is $-2\pi/(3a)$, which is $K$ modulo $2\pi/a$. The $A$ mode peaks at $\theta=+\pi/3$, which is $K'$. Inverse iteration gives the eigenvectors. Summed over the two modes nearest zero and sorted by the sign of $\theta$, the weight is 1.0000 on $B$ at $K$ and 1.0000 on $A$ at $K'$. For $n=1$ each sublattice has weight 0.5000 in each valley.

## 2. Hall conductivity

### Symbols and results carried over

The electron charge is $-e$, the field $B>0$ points along $+z$, $\ell=\sqrt{\hbar/(eB)}$, and $\varepsilon=\sqrt2\,\hbar v/\ell$. The lattice has hopping $-t$, lattice constant $a$, bond length $d=a/\sqrt3$ and cell area $A_c=\sqrt3a^2/2$. In spinors ordered $(A,B)$,

$$H_K=\varepsilon\begin{pmatrix}0&b\\b^\dagger&0\end{pmatrix},\qquad H_{K'}=-\varepsilon\begin{pmatrix}0&b^\dagger\\b&0\end{pmatrix},\qquad [b,b^\dagger]=1 .$$

The levels are $E_n=\mathrm{sgn}(n)\,\varepsilon\sqrt{|n|}$. At $K$ the states are $(|n-1\rangle,s|n\rangle)/\sqrt2$ for $n\ge1$, where $s$ is the sign of the energy, and $(0,|0\rangle)$ for the zero mode. Each level holds $eB/h=1/(2\pi\ell^2)$ states per area, valley and spin.

The result to be derived holds at zero temperature with the chemical potential $\mu$ between levels $N$ and $N+1$, for any integer $N$:

$$\sigma_{yx}=-\sigma_{xy}=4\left(N+\tfrac12\right)\frac{e^2}{h}.$$

Here $j_x=\sigma_{xy}E_y$ and $j_y=\sigma_{yx}E_x$. With this charge and field direction, $\sigma_{yx}$ is positive for added electrons. Reversing the field reverses the sign.

We have found the Landau levels of both valleys, their degeneracy, and the zero modes, which occupy sublattice $B$ at $K$ and $A$ at $K'$. It remains to derive the stated Hall conductivity, including its half-integer offset, and to test it on the lattice.

Numbers in the example were calculated in double precision.
